**Worldline master formula and the seagull vertex: numerical tests**

The program tests the master formula for a scalar propagator that absorbs N photons with momenta `k_i` and polarizations `eps_i`, where `T` is the total proper time and `tau_i` are the absorption times. The independent side is a matrix for `(P+eA)^2` on states labelled by the photons already absorbed, built by squaring `P+eA`, so that no seagull vertex is entered by hand. For N = 2 and N = 3 the program asserts that quadrature of the full formula agrees with the matrix inverse, and that the part without delta functions agrees with the inverse when `A^2` is removed. It also asserts the position-space formula for two photons in two dimensions, the velocity correlator of a time-sliced path, and the gauge identity for two photons. In the N = 2 example the smooth part is 0.26997 and the delta part −0.78094, which add, before rounding, to −0.51098 in units of m⁻⁴. For on-shell Compton scattering the pole and seagull terms change when `eps1` is shifted along `k1`, while their sum stays at −1.

## Check in Python

```python
"""
Worldline master formula for a scalar propagator with N photons (Euclidean).

Result under test: the part of <p_out| 1/((P+eA)^2+m^2) |p_in> linear in each
polarization eps_i, for A = sum_i eps_i exp(i k_i.x), equals
  (-ie)^N int dT exp(-T(m^2+p_out^2)) prod int_0^T dtau_i exp{ 2 p_out.k_i tau_i
   - 2i p_out.eps_i + sum_ij [ (|ti-tj|-ti-tj)/2 k_i.k_j
   - i (sgn(ti-tj)-1) eps_i.k_j + delta(ti-tj) eps_i.eps_j ] },
and the delta function alone generates the seagull (A^2) vertex.
Symbols: T proper time, tau_i absorption times, k_i incoming photon momenta,
e charge, m mass.  Units: hbar = c = 1, m = 1, e = 1.
"""
from itertools import permutations
import numpy as np
from scipy.integrate import quad
from scipy.linalg import expm

MASS = 1.0
CHARGE = 1.0


def squared_operator(p_in, ks, eps, keep_a2=True):
    """Matrix of (P+eA)^2 on states labelled by the set of absorbed photons."""
    n = len(ks)
    dim = 2 ** n
    momenta = np.array([p_in + sum((ks[i] for i in range(n) if s >> i & 1),
                                   np.zeros(len(p_in))) for s in range(dim)])
    total = np.zeros((dim, dim), dtype=complex)
    for mu in range(len(p_in)):
        field = np.zeros((dim, dim), dtype=complex)
        for i in range(n):
            for s in range(dim):
                if not s >> i & 1:
                    field[s | 1 << i, s] += eps[i][mu]
        kinetic = np.diag(momenta[:, mu]) + CHARGE * field
        total += kinetic @ kinetic
        if not keep_a2:
            total -= CHARGE ** 2 * field @ field
    return total


def operator_propagator(p_in, ks, eps, keep_a2=True):
    h = squared_operator(p_in, ks, eps, keep_a2)
    return np.linalg.inv(h + MASS ** 2 * np.eye(len(h)))[-1, 0]


def groupings(items):
    """All ways to split photons into singles and delta-function pairs."""
    if not items:
        yield []
        return
    first, rest = items[0], items[1:]
    for g in groupings(rest):
        yield [(first,)] + g
    for j in rest:
        for g in groupings([r for r in rest if r != j]):
            yield [(first, j)] + g


def master_formula(p_in, ks, eps, n_lag=40, n_leg=20):
    """Quadrature of the master formula; entry d = terms with d deltas."""
    n = len(ks)
    p_out = p_in + sum(ks)
    x_lag, w_lag = np.polynomial.laguerre.laggauss(n_lag)
    w_lag = w_lag * np.exp(x_lag) / MASS ** 2
    u, w = np.polynomial.legendre.leggauss(n_leg)
    u, w = (u + 1) / 2, w / 2
    result = np.zeros(n // 2 + 1, dtype=complex)
    for groups in groupings(list(range(n))):
        g = len(groups)
        nodes = np.meshgrid(x_lag / MASS ** 2, *[u] * g, indexing="ij")
        weight = 1.0
        for part in np.meshgrid(w_lag, *[w] * g, indexing="ij"):
            weight = weight * part
        big_t = nodes[0]
        for order in permutations(groups):
            upper, jacobian, tau = big_t, 1.0, [None] * n
            for group, fraction in zip(order, nodes[1:]):
                jacobian = jacobian * upper
                upper = upper * fraction
                for i in group:
                    tau[i] = upper
            exponent = -big_t * (MASS ** 2 + p_out @ p_out)
            for i in range(n):
                exponent = exponent + 2 * (p_out @ ks[i]) * tau[i]
                for j in range(n):
                    exponent = exponent + 0.5 * (ks[i] @ ks[j]) * (
                        np.abs(tau[i] - tau[j]) - tau[i] - tau[j])
            factor = (-1j * CHARGE) ** n
            for group in groups:
                if len(group) == 2:
                    factor = factor * 2 * (eps[group[0]] @ eps[group[1]])
                else:
                    i = group[0]
                    linear = -2j * (p_out @ eps[i])
                    for j in range(n):
                        linear = linear - 1j * (eps[i] @ ks[j]) * (
                            np.sign(tau[i] - tau[j]) - 1)
                    factor = factor * linear
            result[n - g] += np.sum(weight * jacobian * factor * np.exp(exponent))
    return result


def position_master(x_out, x_in, T, ks, eps, n_leg=30):
    """Two-photon heat kernel from the Dirichlet Green function: smooth, delta."""
    y = x_out - x_in
    u, w = np.polynomial.legendre.leggauss(n_leg)
    u, w = (u + 1) / 2, w / 2

    def green(a, b):
        return a * b / T + abs(a - b) / 2 - (a + b) / 2

    def green_dot(a, b):
        return b / T + np.sign(a - b) / 2 - 0.5

    def plane_waves(tau):
        ex = 0
        for i in range(2):
            ex = ex + 1j * (ks[i] @ x_in + ks[i] @ y * tau[i] / T)
            for j in range(2):
                ex = ex + ks[i] @ ks[j] * green(tau[i], tau[j])
        return np.exp(ex)

    front = (-1j * CHARGE) ** 2 * np.exp(-y @ y / (4 * T)) / (4 * np.pi * T) ** (len(y) / 2)
    late = T * u[:, None] * np.ones(n_leg)
    early = late * u[None, :]
    area = T * w[:, None] * late * w[None, :]
    smooth = 0
    for tau in ([late, early], [early, late]):
        linear = [eps[i] @ y / T - 2j * sum(eps[i] @ ks[j] * green_dot(tau[i], tau[j])
                                            for j in range(2)) for i in range(2)]
        smooth += np.sum(area * plane_waves(tau)
                         * (linear[0] * linear[1] - 2 * eps[0] @ eps[1] / T))
    delta = np.sum(T * w * plane_waves([T * u, T * u])) * 2 * (eps[0] @ eps[1])
    return front * smooth, front * delta


def position_operator(x_out, x_in, T, ks, eps, keep_a2):
    """Same heat kernel from exp(-T (P+eA)^2), Fourier transformed in 2D."""
    step = 0.5
    axis = np.arange(-7, 7 + step / 2, step)
    total = 0
    for px in axis:
        for py in axis:
            p = np.array([px, py])
            kernel = expm(-T * squared_operator(p, ks, eps, keep_a2))[-1, 0]
            total += kernel * np.exp(1j * ((p + sum(ks)) @ x_out - p @ x_in))
    return total * step ** 2 / (2 * np.pi) ** 2


def amputated_operator(p_in, ks, eps):
    """Two-photon amplitude with both outer propagators removed."""
    m = squared_operator(p_in, ks, eps) + MASS ** 2 * np.eye(4)
    return -(m[3, 0] - m[3, 1:3] @ np.linalg.solve(m[1:3, 1:3], m[1:3, 0]))


def feynman_terms(p, ks, eps):
    """Derived diagrams: photon 1 first, photon 2 first, seagull."""
    poles = []
    for a, b in ((0, 1), (1, 0)):
        mid = p + ks[a]
        poles.append(CHARGE ** 2 * (eps[b] @ (2 * mid + ks[b])) * (eps[a] @ (2 * p + ks[a]))
                     / (mid @ mid + MASS ** 2))
    return poles[0], poles[1], -2 * CHARGE ** 2 * (eps[0] @ eps[1])


def close(a, b, tol):
    return abs(a - b) <= tol * max(1.0, abs(b))


# ---- Green function and its second derivative from a time-sliced path integral
T_slice, n_slice = 2.0, 400
dt = T_slice / n_slice
action = (2 * np.eye(n_slice - 1) - np.eye(n_slice - 1, k=1)
          - np.eye(n_slice - 1, k=-1)) / (2 * dt)
covariance = np.linalg.inv(action)
grid = dt * np.arange(1, n_slice)
a, b = grid[:, None], grid[None, :]
green_matrix = a * b / T_slice + abs(a - b) / 2 - (a + b) / 2
assert np.allclose(covariance, -2 * green_matrix, atol=1e-9)
difference = (np.eye(n_slice, n_slice - 1) - np.eye(n_slice, n_slice - 1, k=-1)) / dt
velocity_cov = difference @ covariance @ difference.T
mid_times = dt * (np.arange(n_slice) + 0.5)
f_test, g_test = (lambda t: np.exp(-t)), (lambda t: 1 + t ** 2)
smeared = dt ** 2 * f_test(mid_times) @ velocity_cov @ g_test(mid_times)
delta_part = 2 * quad(lambda t: f_test(t) * g_test(t), 0, T_slice)[0]
constant_part = -2 / T_slice * quad(f_test, 0, T_slice)[0] * quad(g_test, 0, T_slice)[0]
assert close(smeared, delta_part + constant_part, 1e-4)  # O(dt^2) slicing error
print("Velocity correlator, T = %.1f m^-2, %d slices" % (T_slice, n_slice))
print("  off-diagonal element: %.6f m^2" % velocity_cov[50, 300])
print("  diagonal element times slice width: %.6f (dimensionless)"
      % (velocity_cov[100, 100] * dt))
print("  smeared with exp(-t) and 1+t^2 (m = 1): %.5f" % smeared)
print("  delta part %.5f, constant part %.5f, sum %.5f"
      % (delta_part, constant_part, delta_part + constant_part))

# ---- position-space master formula in two dimensions
ks2 = [np.array([0.5, -0.3]), np.array([0.2, 0.6])]
eps2 = [np.array([1.0, 0.5]), np.array([0.5, -1.5])]
x_out, x_in, T_fix = np.array([0.7, -0.4]), np.array([-0.2, 0.3]), 1.0
pos_smooth, pos_delta = position_master(x_out, x_in, T_fix, ks2, eps2)
pos_full = position_operator(x_out, x_in, T_fix, ks2, eps2, True)
pos_cubic = position_operator(x_out, x_in, T_fix, ks2, eps2, False)
assert abs(pos_smooth + pos_delta - pos_full) < 1e-9
assert abs(pos_smooth - pos_cubic) < 1e-9
assert abs(pos_delta) > 1e-3
print("Position-space two-photon kernel, D = 2, T = 1 m^-2 (dimensionless)")
print("  smooth part:            {:.8f}".format(pos_smooth))
print("  operator without A^2:   {:.8f}".format(pos_cubic))
print("  smooth plus delta part: {:.8f}".format(pos_smooth + pos_delta))
print("  full operator:          {:.8f}".format(pos_full))

# ---- momentum-space master formula in four dimensions, N = 2
p = np.array([0.3, -0.2, 0.4, 0.1])
ks = [np.array([0.5, 0.1, -0.3, 0.2]), np.array([-0.2, 0.4, 0.3, 0.3]),
      np.array([0.1, -0.3, 0.2, -0.4])]
eps = [np.array([1.0, 0.5, 0.0, -0.5]), np.array([0.5, 1.0, 0.5, 0.0]),
       np.array([0.0, -0.5, 1.0, 1.0])]
smooth, delta = master_formula(p, ks[:2], eps[:2])
exact = operator_propagator(p, ks[:2], eps[:2])
exact_cubic = operator_propagator(p, ks[:2], eps[:2], False)
first, second, seagull = feynman_terms(p, ks[:2], eps[:2])
p_out = p + ks[0] + ks[1]
outer = 1 / ((p @ p + MASS ** 2) * (p_out @ p_out + MASS ** 2))
assert close(smooth + delta, exact, 1e-7)
assert close(smooth, exact_cubic, 1e-7)
assert close(smooth, (first + second) * outer, 1e-7)
assert close(delta, seagull * outer, 1e-7)
print("Momenta (m): p =", p, " k1 =", ks[0])
print("  k2 =", ks[1], " k3 =", ks[2])
print("Polarizations: eps1 =", eps[0], " eps2 =", eps[1])
print("  eps3 =", eps[2], " eps1.eps2 = %.3f" % (eps[0] @ eps[1]))
print("Denominators (m^2): p^2+m^2 = %.4f, p_out^2+m^2 = %.4f"
      % (p @ p + 1, p_out @ p_out + 1))
print("  (p+k1)^2+m^2 = %.4f, (p+k2)^2+m^2 = %.4f"
      % ((p + ks[0]) @ (p + ks[0]) + 1, (p + ks[1]) @ (p + ks[1]) + 1))
print("Amputated terms: photon 1 first %.6f, photon 2 first %.6f, seagull %.6f"
      % (first, second, seagull))
print("N = 2 propagator (m^-4)")
print("  master formula, smooth part: %.8f" % smooth.real)
print("  operator without A^2:        %.8f" % exact_cubic.real)
print("  master formula, delta part:  %.8f" % delta.real)
print("  master formula, total:       %.8f" % (smooth + delta).real)
print("  full operator inverse:       %.8f" % exact.real)

# ---- N = 3
smooth3, delta3 = master_formula(p, ks, eps)
exact3 = operator_propagator(p, ks, eps)
exact3_cubic = operator_propagator(p, ks, eps, False)
assert close(smooth3 + delta3, exact3, 1e-7)
assert close(smooth3, exact3_cubic, 1e-7)
assert abs(delta3) > 1e-3
print("N = 3 propagator (m^-5)")
print("  smooth part %.8f, one-delta part %.8f" % (smooth3.real, delta3.real))
print("  total %.8f, full operator inverse %.8f" % ((smooth3 + delta3).real, exact3.real))

# ---- gauge identity: polarization of photon 1 replaced by its momentum
ward_smooth, ward_delta = master_formula(p, ks[:2], [ks[0], eps[1]])
ward_right = CHARGE * (operator_propagator(p + ks[0], [ks[1]], [eps[1]])
                       - operator_propagator(p, [ks[1]], [eps[1]]))
assert close(ward_smooth + ward_delta, ward_right, 1e-7)
assert abs(ward_smooth - ward_right) > 1e-3
print("Gauge identity, eps1 = k1 (m^-3)")
print("  smooth %.8f, delta %.8f" % (ward_smooth.real, ward_delta.real))
print("  sum %.8f, difference of one-photon propagators %.8f"
      % ((ward_smooth + ward_delta).real, ward_right.real))

# ---- on-shell Compton scattering; fourth component = i * energy
omega, angle = 0.5, np.pi / 3
omega_out = omega / (1 + omega / MASS * (1 - np.cos(angle)))
rest = np.array([0, 0, 0, 1j * MASS])
k_in = omega * np.array([0, 0, 1, 1j])
k_out = -omega_out * np.array([np.sin(angle), 0, np.cos(angle), 1j])
final = rest + k_in + k_out
assert abs(final @ final + MASS ** 2) < 1e-12
pol_in = np.array([1, 0, 0, 0], dtype=complex)
pol_out = np.array([np.cos(angle), 0, -np.sin(angle), 0], dtype=complex)
print("Compton: photon energy in %.3f m, out %.3f m, angle %.1f degrees"
      % (omega, omega_out, np.degrees(angle)))
amplitudes = []
for label, pol in (("transverse gauge", pol_in), ("eps1 shifted by k1/m", pol_in + k_in / MASS)):
    t1, t2, t3 = feynman_terms(rest, [k_in, k_out], [pol, pol_out])
    amplitude = amputated_operator(rest, [k_in, k_out], [pol, pol_out])
    assert abs(t1 + t2 + t3 - amplitude) < 1e-12
    assert abs(amplitude.imag) < 1e-12
    amplitudes.append((t1 + t2, t3, amplitude))
    print("  %s: poles %.6f, seagull %.6f, total %.6f (dimensionless)"
          % (label, (t1 + t2).real + 0.0, t3.real, amplitude.real))
assert abs(amplitudes[0][0]) < 1e-12
assert abs(amplitudes[0][2] - amplitudes[1][2]) < 1e-12
assert abs(amplitudes[0][1] - amplitudes[1][1]) > 1e-2

print("every check passed")
```

It prints:

```
Velocity correlator, T = 2.0 m^-2, 400 slices
  off-diagonal element: -1.000000 m^2
  diagonal element times slice width: 1.995000 (dimensionless)
  smeared with exp(-t) and 1+t^2 (m = 1): -1.01247
  delta part 3.02262, constant part -4.03510, sum -1.01248
Position-space two-photon kernel, D = 2, T = 1 m^-2 (dimensionless)
  smooth part:            -0.07911113-0.01276691j
  operator without A^2:   -0.07911113-0.01276691j
  smooth plus delta part: -0.05351721-0.00863658j
  full operator:          -0.05351721-0.00863658j
Momenta (m): p = [ 0.3 -0.2  0.4  0.1]  k1 = [ 0.5  0.1 -0.3  0.2]
  k2 = [-0.2  0.4  0.3  0.3]  k3 = [ 0.1 -0.3  0.2 -0.4]
Polarizations: eps1 = [ 1.   0.5  0.  -0.5]  eps2 = [0.5 1.  0.5 0. ]
  eps3 = [ 0.  -0.5  1.   1. ]  eps1.eps2 = 1.000
Denominators (m^2): p^2+m^2 = 1.3000, p_out^2+m^2 = 1.9700
  (p+k1)^2+m^2 = 1.7500, (p+k2)^2+m^2 = 1.7000
Amputated terms: photon 1 first 0.492857, photon 2 first 0.198529, seagull -2.000000
N = 2 propagator (m^-4)
  master formula, smooth part: 0.26996742
  operator without A^2:        0.26996742
  master formula, delta part:  -0.78094494
  master formula, total:       -0.51097753
  full operator inverse:       -0.51097753
N = 3 propagator (m^-5)
  smooth part -0.59191034, one-delta part 0.66503024
  total 0.07311990, full operator inverse 0.07311990
Gauge identity, eps1 = k1 (m^-3)
  smooth 0.16198045, delta -0.15618899
  sum 0.00579146, difference of one-photon propagators 0.00579146
Compton: photon energy in 0.500 m, out 0.400 m, angle 60.0 degrees
  transverse gauge: poles -0.000000, seagull -1.000000, total -1.000000 (dimensionless)
  eps1 shifted by k1/m: poles -0.866025, seagull -0.133975, total -1.000000 (dimensionless)
every check passed
```
